# Elovich Uptake from a Coverage-Dependent Barrier, and Its Limits

## What scaling already fixes

A clean surface is exposed to a gas that reacts with it irreversibly. Let $\theta$ be the fraction of surface sites that have reacted. Suppose that the barrier seen by an arriving molecule is $E_0+\alpha\theta$, with $\alpha>0$, and that the rate per site is otherwise constant:

$$\frac{d\theta}{dt}=r_0e^{-a\theta},\qquad a=\frac{\alpha}{k_BT}.$$

Here $r_0$ is the rate on the clean surface. The factor $1-\theta$ for the loss of free sites is deliberately missing and will be restored later.

Since $\theta$ has no dimension, it can depend only on $r_0t$ and $a$; the barrier $E_0$ enters through $r_0$. A symmetry says more. If $\theta(t)$ solves the equation, so does

$$\tilde\theta(t)=\theta(\lambda t)-\frac{\ln\lambda}{a}$$

for any $\lambda>0$. Its derivative is $\lambda r_0e^{-a\theta(\lambda t)}$. The right-hand side of the rate law, evaluated at $\tilde\theta$, is $r_0e^{-a\theta(\lambda t)}e^{\ln\lambda}$, which is the same. Stretching time is thus equivalent to shifting coverage.

A solution that this operation leaves unchanged for every $\lambda$ obeys $\theta(\lambda t)=\theta(t)+(\ln\lambda)/a$. Setting $t=1$ in some time unit shows that it must be $\theta=(\ln t+c)/a$. Its derivative is $1/(at)$, while the rate law demands $r_0e^{-c}/t$, so $e^c=ar_0$. With $t_0=1/(ar_0)$ this solution is

$$\theta=\frac1a\ln\frac{t}{t_0}.$$

It cannot describe a clean start, because it diverges at $t=0$. The rate law does not contain time explicitly, however, so the origin of time may be moved: $\theta=(1/a)\ln[(t+t_1)/t_0]$ is also a solution. The condition $\theta(0)=0$ gives $t_1=t_0$. The logarithm comes from the symmetry, and the clean start supplies the time below which it is not yet visible.

## Simplest case: a constant barrier

The rate $r_0$ follows from the gas. For molecules of mass $m$ at pressure $p$ and temperature $T$, the number density is $p/(k_BT)$. The flux onto a surface counts molecules moving towards it, weighted by their normal velocity $v$:

$$F=\frac{p}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}dv.$$

The integral equals $k_BT/m$, hence

$$F=\frac{p}{\sqrt{2\pi mk_BT}}.$$

Let an impact lead to reaction with probability $Ae^{-E/k_BT}$, where $A$ is constant, and let there be $N$ sites per area. At $E=E_0$ the rate per site is

$$r_0=\nu e^{-E_0/k_BT},\qquad \nu=\frac{FA}{N}.$$

If $\alpha=0$, this rate never changes and $\theta=r_0t$. The Elovich law derived next must return to this line as $a\to0$; blocking or gas depletion will change that limit.

For numbers I take a temperature, pressure and site density like those of the water step in alumina deposition, where water converts methyl groups on the surface to hydroxyl groups. The energies and $A$ are illustrative choices. The values are $T=450$ K, $p=0.1$ Torr, $N=5$ nm$^{-2}$, $E_0=0.25$ eV, $\alpha=0.40$ eV and $A=0.1$. Each water molecule is taken to convert one site. The flux is $3.90\times10^5$ nm$^{-2}$ s$^{-1}$ and the initial reaction probability is $1.585\times10^{-4}$, so

$$r_0=\frac{(3.90\times10^5)(1.585\times10^{-4})}{5}\ \text{s}^{-1}=12.4\ \text{s}^{-1}.$$

With a constant barrier and no blocking, every site would be used up after $1/r_0\approx0.08$ s.

## First generalization: the barrier rises

Now let $\alpha>0$. Temperature and pressure are constant, and every site feels the mean coverage. Separating the variables and integrating from the clean surface gives

$$\int_0^\theta e^{a\theta'}d\theta'=\int_0^t r_0\,dt'
\quad\Rightarrow\quad \frac{e^{a\theta}-1}{a}=r_0t.$$

Multiplying by $a$, adding 1 and taking the logarithm yields the Elovich law,

$$\boxed{\theta(t)=\frac1a\ln\!\left(1+\frac{t}{t_0}\right),\qquad t_0=\frac1{ar_0}}$$

in agreement with the scaling argument.

**Early limit.** For $t\ll t_0$, $\ln(1+x)\approx x-x^2/2$ gives $\theta\approx r_0t\,[1-t/(2t_0)]$. The growth is linear. As $a\to0$, $t_0$ tends to infinity and the constant-barrier line holds at any fixed time.

**Late limit.** Splitting the logarithm,

$$\theta=\frac1a\ln\frac t{t_0}+\frac1a\ln\!\left(1+\frac{t_0}{t}\right).$$

The last term lies between 0 and $t_0/(at)$. Uptake is therefore logarithmic only for $t\gg t_0$, and then each factor of ten in time adds $(\ln10)/a$ to the coverage.

In the example $k_BT=0.03878$ eV, so $a=0.40/0.03878=10.3$ and

$$t_0=\frac{1}{10.315\times12.37}\ \text{s}=7.84\ \text{ms}.$$

At 1 s, $t/t_0=127.6$ and $\theta=\ln(128.6)/10.315=0.471$. At 0.1 s and 10 s the law gives 0.254 and 0.693. Direct numerical integration of the rate equation gives the same values to the four decimals in the numerical output. The excess over the pure logarithm is 0.007 at 0.1 s and below 0.001 at 1 s. The gain per decade is 0.223.

Third decimals are kept here to compare models with one another; the rough parameters don't justify them as predictions.

**A straight line for data.** Differentiating the law gives

$$\frac{d\theta}{dt}=\frac{1}{a(t+t_0)}
\quad\Rightarrow\quad
\left(\frac{d\theta}{dt}\right)^{-1}=\frac1{r_0}+at,$$

because $at_0=1/r_0$. The reciprocal rate is linear in time, with intercept $1/r_0$ and slope $a$. This form includes the early stage, which a plot of $\theta$ against $\ln t$ bends.

**The cost of more coverage.** At late times, raising the coverage by $\Delta\theta$ multiplies the required time by $e^{a\Delta\theta}$. A further 0.1 costs a factor $e^{1.03}\approx2.8$ in this model at fixed pressure and temperature.

**Where the law must end.** Nothing in it stops at $\theta=1$. It reaches that value at

$$t_{\rm full}=t_0(e^a-1)\approx237\ \text{s}$$

and then continues upwards, which is impossible for a fraction of sites. This time marks a certain failure; the law becomes inaccurate well before it.

## Changing temperature

Inserting $r_0=\nu e^{-E_0/k_BT}$ in the late form gives

$$\theta\approx\frac{k_BT\ln(a\nu t)-E_0}{\alpha}.$$

The first term in the numerator is the barrier height at which the rate per site is $1/(at)$. It lies $k_BT\ln a$ above the barrier whose mean waiting time is $t$. The coverage at time $t$ is the one that has raised the barrier to this height. In the example $\nu=7.80\times10^3$ s$^{-1}$, so at 1 s $\ln(a\nu t)=11.3$ and the height is 0.438 eV. Then $\theta\approx(0.438-0.25)/0.40=0.47$, as before.

At fixed pressure, with gas and surface at the same temperature, $a\propto T^{-1}$ and $\nu\propto T^{-1/2}$. The logarithm therefore contributes $-3/2$ when $T$ times it is differentiated:

$$\frac{\partial\theta}{\partial T}\approx\frac{k_B}{\alpha}\left[\ln(a\nu t)-\frac32\right].$$

At 450 K and 1 s this is $2.1\times10^{-3}$ K$^{-1}$. The full law gives 0.365, 0.471 and 0.575 at 400, 450 and 500 K, a rise of 0.21 over 100 K, as the derivative predicts.

## Second generalization: the pressure varies

A valve does not produce a rectangular pulse. At constant temperature the initial rate is proportional to pressure, $r_0=cp$, where

$$c=\frac{Ae^{-E_0/k_BT}}{N\sqrt{2\pi mk_BT}}.$$

Define the exposure $X=\int_0^tp\,dt'$, so that $dX=p\,dt$. Dividing $d\theta=cp\,e^{-a\theta}dt$ by $dX$ removes the pressure:

$$\frac{d\theta}{dX}=ce^{-a\theta}
\quad\Rightarrow\quad
\theta=\frac1a\ln\!\left(1+\frac X{X_0}\right),\qquad X_0=\frac1{ac}.$$

For constant pressure $X=pt$ and $X_0=pt_0$, which returns the previous law. The scale $X_0$ itself does not depend on pressure. Here it is $0.1\times7.84\times10^{-3}=7.84\times10^{-4}$ Torr s, or 784 langmuir.

As a test, the rate equation was integrated with the pressure rising as $p(t)=(0.1\ \text{Torr})(1-e^{-t/0.05\,\text{s}})$. At 0.1, 1 and 10 s the coverage agreed with the exposure formula to about one part in $10^5$ or better. Within this model, then, the shape of the pulse matters only through its area.

## Third generalization: occupied sites are blocked

If a reacted site cannot react again, the rate becomes

$$\frac{d\theta}{dt}=r_0(1-\theta)e^{-a\theta}.$$

For $a=0$ this is irreversible Langmuir uptake, $\theta=1-e^{-r_0t}$. For $a>0$, separation gives

$$r_0t=\int_0^\theta\frac{e^{ax}}{1-x}dx.$$

Put $z=a(1-x)$. Then $e^{ax}=e^{a-z}$ and $dx/(1-x)=-dz/z$. The minus sign reverses the limits:

$$r_0t=e^a\int_{a(1-\theta)}^{a}\frac{e^{-z}}{z}dz
=e^a\left[E_1(a(1-\theta))-E_1(a)\right],$$

where $E_1(y)=\int_y^\infty e^{-z}dz/z$. As $\theta\to1$ the first term diverges, so full coverage takes infinite time, as it should.

**How large is the error in coverage?** Call this solution $\theta_b$ and the Elovich value at the same time $\theta_E$. Blocking can only slow the uptake, so $\theta_b\le\theta_E$. In the integral, $1/(1-x)$ is at most $1/(1-\theta_b)$. Therefore

$$r_0t\le\frac{e^{a\theta_b}-1}{a(1-\theta_b)}.$$

Multiplying by $a(1-\theta_b)$ and using $ar_0=1/t_0$,

$$e^{a\theta_b}\ge1+(1-\theta_b)\frac t{t_0}\ge(1-\theta_b)\left(1+\frac t{t_0}\right).$$

The last step holds because $1\ge1-\theta_b$. Taking the logarithm and dividing by $a$ gives

$$0\le\theta_E-\theta_b\le-\frac{\ln(1-\theta_b)}a.$$

At 1 s, $\theta_b=0.430$. The difference from 0.471 is 0.041, within the bound of 0.0545. At 10 s the blocked value is 0.619 instead of 0.693. The law survives approximately here because blocking shifts the coverage by at most $-\ln(1-\theta_b)/a$, which is small while $a$ is large and $\theta_b$ is not close to 1. It is not enough that the barrier factor be much smaller than the blocking factor. At $\theta=0.43$ they are $e^{-a\theta}=0.012$ and $1-\theta=0.57$. At $\theta_b=0.94$, reached near 1000 s, they are about $6\times10^{-5}$ and 0.06, yet the Elovich value has by then passed 1.

**How large is the error in slope?** Let $y=a(1-\theta)$. Since $d\theta/d\ln t=t\,d\theta/dt$, inserting the expression for $r_0t$ gives

$$\frac{d\theta}{d\ln t}=\frac{1}{a}\,y\,e^{y}\left[E_1(y)-E_1(a)\right].$$

Two integrations by parts give

$$E_1(y)=\frac{e^{-y}}y-\frac{e^{-y}}{y^2}+2\int_y^\infty\frac{e^{-z}}{z^3}dz.$$

The remaining term is positive and less than $2e^{-y}/y^3$. At late times $E_1(a)$ contributes little, since $ye^yE_1(a)<(1-\theta)e^{-a\theta}$. To first order in $1/y$,

$$\frac{d\theta}{d\ln t}\approx\frac1a\left[1-\frac1{a(1-\theta)}\right].$$

The condition for the Elovich slope is thus $a(1-\theta)\gg1$ as well as $t\gg t_0$. At 1 s, $y=10.315\times0.570=5.88$, and the estimate is 0.080. The integrated slope is 0.084, against $1/a=0.097$. Someone who fits the unblocked late law there would infer

$$\alpha_{\rm app}=\frac{k_BT}{0.0837}=0.46\ \text{eV},$$

16% above the value of 0.40 eV put into the model.

## Fourth generalization: the barrier is local

The mean coverage is a good measure of a site's surroundings if the interaction extends over many sites. Take the opposite case: sites on a triangular lattice, each with barrier $E_0+\alpha n/6$, where $n$ is the number of reacted nearest neighbours. The barrier range is unchanged, and reacted sites are blocked.

At very low coverage the reacted sites are isolated. Each removes itself and slows six neighbours by the factor $e^{-a/6}=0.18$. To first order the mean rate is

$$\frac1{r_0}\frac{d\theta}{dt}\approx1-\theta-6(1-e^{-a/6})\theta=1-5.9\,\theta.$$

The mean-coverage model with blocking gives $1-(1+a)\theta=1-11.3\,\theta$. The local model must therefore run ahead at first.

Beyond first order I used stochastic simulation on $60\times60$ sites with periodic edges, averaging eight runs. When the barrier was set by the mean coverage, the simulation agreed with $\theta_b$ to within 0.01 at all three times. With the local barrier it gave the following coverages, whose standard errors are 0.001:

| Time | Elovich | Mean barrier, blocked | Local barrier, blocked |
|---|---|---|---|
| 0.1 s | 0.254 | 0.238 | 0.270 |
| 1 s | 0.471 | 0.430 | 0.422 |
| 10 s | 0.693 | 0.619 | 0.571 |

The local model leads at 0.1 s and has fallen behind by 1 s. The first-order expansion covers only the start; the later crossing is a result of the simulation and is not derived here. At 10 s the Elovich value exceeds the local one by 0.12. Blocking with the mean barrier accounts for 0.075 of this, and making the barrier local adds about 0.05.

## Fifth generalization: the surface consumes the gas

Let a stirred reactor receive $Q$ water molecules per second, and let $f$ be the water pressure divided by its value without consumption. The outflow is taken as $Qf$, the filling time is neglected, and the reacting area is $S$. The balance, without site blocking, is

$$Q=Qf+SNr_0e^{-a\theta}f
\quad\Rightarrow\quad f=\frac1{1+De^{-a\theta}},\qquad D=\frac{SNr_0}{Q}.$$

Multiplying the Elovich rate by $f$ and separating the variables,

$$(e^{a\theta}+D)\,d\theta=r_0\,dt
\quad\Rightarrow\quad
\frac{e^{a\theta}-1}{a}+D\theta=r_0t.$$

For $D\to0$ the Elovich law returns. For small $t$ the rate is $r_0/(1+D)$. Depletion is forgotten once $e^{a\theta}-1\gg aD\theta$. The ratio of the two sides starts at $1/D$, so this takes longer the larger $D$ is.

One face of a 300 mm wafer has an area of 707 cm$^2$. With 20 sccm of water, $D=0.49$: at undepleted pressure the surface would at first take up about half the supply. With depletion it takes up about a third, and the initial rate is lower by a third. Yet the coverage at 0.1 s changes only from 0.254 to 0.245, and at 1 s from 0.471 to 0.469. These values hold only if the reactor fills in a time much shorter than the one considered. At this feed and with the outflow $Qf$, the pressure without consumption approaches 0.1 Torr with a time constant of about 0.24 s per litre of reactor volume. In a reactor of one litre or more that starts empty, the coverage at 0.1 s is therefore limited mainly by filling, and the exposure form with the actual pressure is the better starting point. A larger reacting area, such as deep trenches or coated chamber walls, would raise $D$ in proportion, as long as the gas stays well mixed.

## A different mechanism with the same slope

Does a logarithm prove that the barrier rises with coverage? Consider independent sites whose barriers never change but are spread uniformly between $E_0$ and $E_0+\alpha$. A site with barrier $E_0+k_BTu$ has rate $r_0e^{-u}$ and has reacted with probability $1-\exp(-r_0te^{-u})$. Averaging over $0<u<a$,

$$\theta=1-\frac1a\int_0^a\exp(-r_0te^{-u})\,du.$$

With $z=r_0te^{-u}$ and $du=-dz/z$, this becomes

$$\theta=1-\frac1a\left[E_1(r_0te^{-a})-E_1(r_0t)\right].$$

In the window $1\ll r_0t\ll e^a$ the second term is negligible, and the first has a small argument, for which $E_1(w)\approx-\gamma-\ln w$ with Euler's constant $\gamma=0.577$. Since $\ln(r_0te^{-a})=\ln(r_0t)-a$, the constant 1 cancels:

$$\theta\approx\frac{\ln(r_0t)+\gamma}{a}.$$

The slope is again $1/a$. Averaging the reaction probabilities numerically gives coverages of 0.300 at 1 s and 0.523 at 10 s, a gain of 0.223 in the decade, equal to the Elovich gain at this precision.

The intercept differs, but the initial rate differs too. It is the mean of $r_0e^{-u}$, namely $r_i=r_0(1-e^{-a})/a\approx r_0/a$. In terms of this measurable rate, the fixed-barrier law reads $a\theta\approx\ln(ar_it)+\gamma$, whereas the late Elovich law reads $a\theta\approx\ln(ar_it)$ with $r_i=r_0$. At equal initial rate and slope, the two differ in this window by only about $\gamma/a=0.056$ in coverage. This compares with the unblocked law, although the fixed-barrier sites are used up as they react. Against the blocked rising barrier with the same initial rate and the same $a$, the gap is about 0.10 at 1 s and 0.13 at 10 s, and the slope is lower than $1/a$. Since $a$ is usually fitted to the same data, a logarithmic uptake curve is weak evidence for either mechanism by itself.

## Beside the real process

A temperature near 450 K, a water pressure near 0.1 Torr and pulses of 0.1 to 1 s are workable conditions for alumina deposition from trimethylaluminium and water. The energies and $A$ are effective, rough inputs, not measured constants of that surface. A real surface has a finite number of reactive groups and various local environments, so it breaks both the neglect of blocking and the use of a mean barrier. With these parameters the two corrections together lower the coverage at 10 s from 0.69 to 0.57. The model also omits reactions in which one water molecule removes two methyl groups, and any weakly bound state before reaction; their effects are not sized here.

Two other omissions are small for a rough reaction energy of 1 eV. With equal prefactors, equal pressures of methane and water, and a reaction energy that does not change with coverage, the reverse rate at 1 s is about $6\times10^{-12}$ of the forward rate. The heat released by then warms a silicon wafer 775 µm thick by about 0.3 mK, averaged over its thickness. Among the effects sized here, it is the crowded surface that limits the Elovich law at late times in this example, not reversal or mean heating.

## Table of computed values

```
Temperature: 450 K; water pressure: 0.1 Torr
Site density: 5.0 nm^-2
E0: 0.25 eV; alpha: 0.40 eV; prefactor A: 0.1
kT: 0.03878 eV
a = alpha/kT: 10.315 (no unit)
Impingement flux: 3.901e+05 nm^-2 s^-1
Initial reaction probability: 1.585e-04 (no unit)
Initial rate r0: 12.370 s^-1
Elovich time t0: 7.837 ms
Exposure scale X0: 7.837e-04 Torr s = 784 langmuir
Gain per decade of time: 0.2232 (coverage)
Formal time to full coverage: 236.6 s
Coverages (no unit) at the times given:
t = 0.1 s: Elovich 0.2542, integrated 0.2542
  excess over pure logarithm: 0.00731
  with blocking 0.2378, bound on the difference 0.0263
  neighbour barrier and blocking 0.270 +/- 0.001
  with gas depletion 0.2451
  fixed spread of barriers 0.0911
t = 1 s: Elovich 0.4708, integrated 0.4708
  excess over pure logarithm: 0.00076
  with blocking 0.4299, bound on the difference 0.0545
  neighbour barrier and blocking 0.422 +/- 0.001
  with gas depletion 0.4690
  fixed spread of barriers 0.2998
t = 10 s: Elovich 0.6934, integrated 0.6934
  excess over pure logarithm: 0.00008
  with blocking 0.6187, bound on the difference 0.0935
  neighbour barrier and blocking 0.571 +/- 0.001
  with gas depletion 0.6931
  fixed spread of barriers 0.5226
Elovich coverage at 1 s, 400 K: 0.3649
Elovich coverage at 1 s, 450 K: 0.4708
Elovich coverage at 1 s, 500 K: 0.5752
Slope d(theta)/d(ln t), Elovich late limit: 0.0969
Slope at 1 s with blocking, integrated: 0.0837
Slope at 1 s with blocking, estimate: 0.0805
Apparent alpha from blocked slope: 0.463 eV
Wafer area: 707 cm^2; water feed: 20 sccm
Initial consumption/supply D: 0.488 (no unit)
Assumed reaction energy: 1.0 eV (rough)
Reverse/forward rate at 1 s, equal prefactors and gas pressures: 5.6e-12
Mean wafer warming by 1 s: 0.29 mK
Lattice: 60 x 60 sites, 8 runs
```
